Censored Weibull breakdown lifetimes: joint fitting and profile likelihood for field extrapolation

**1. Two errors that a good-looking fit can hide**

A dielectric must survive for years at its operating field, but is tested for hours at higher fields. Two errors can enter the extrapolation unseen. The first is to discard devices still alive when the test stops. In 600 simulated experiments of the kind described in Section 7, this lowered the estimated ln η at the operating field by about 1.5 on average, a factor of more than four in the characteristic life η. The second is to trust the error bar of one field law. When the lifetimes followed one law and were analysed with a neighbouring one, the nominal 95% interval contained the true operating lifetime in 8% of the experiments.

The first error is cured by the correct likelihood. The second needs the likelihood of the extrapolated lifetime itself, compared across field laws.

**2. The likelihood of failures and survivors**

Device i is held at field E_i. We record its time t_i and a flag δ_i, equal to 1 if it failed and 0 if it was alive when the test stopped. Lifetimes are independent, and the stopping time is set in advance. At a given field the probability of surviving beyond t is

S(t) = exp[−(t/η)^β].

The shape β is assumed common to all fields; η depends on field. The failure density is

f(t) = −dS/dt = (β/t)(t/η)^β exp[−(t/η)^β].

Let y = ln t, with t in seconds, and z = β(y − ln η), so that (t/η)^β = e^z. Then

ln f = ln β + z − y − e^z,  ln S = −e^z.

A failure contributes ln f and a survivor ln S. The term −e^z is common to both, so

ℓ = Σ δ_i(ln β + z_i − y_i) − Σ e^(z_i).

The sum of −δ_i y_i contains no parameter and is dropped below.

For the field dependence take

ln η = a + b x_m(E),  x_m = (u^m − 1)/m,  u = E/E_r,

with x_0 = ln u, the limit m → 0. The values m = 1, 1/2, 0 and −1 give the E, root-E, power-law and 1/E models. The reference field E_r is a convention: if u is replaced by ku, then

[(ku)^m − 1]/m = k^m x_m(u) + x_m(k),

and the changes are absorbed by b and a.

The E model has a simple reading. In atomic units, let a field F lower an activation barrier Q by pF, and let the lifetime be inversely proportional to the activated rate:

ln η = ln t₀ + (Q − pF)/(k_BT).

The slope gives the effective dipole p. Data at one temperature give the sum ln t₀ + Q/(k_BT), but not its two parts. Since F is here the applied field, p also absorbs any constant ratio of local to applied field.

**3. Variables that make the problem concave**

In β, a and b the expression for z contains products of unknowns. Define instead

c = −βa,  d = −βb,  θ = (β, c, d),  r_i = (y_i, 1, x_i).

Then

z_i = βy_i + c + d x_i = θ·r_i

is linear in θ. With D = Σδ_i failures, the gradient and the negative Hessian are

∇ℓ = (D/β)e_β + Σ(δ_i − e^(z_i)) r_i,

J = (D/β²)e_βe_βᵀ + Σ e^(z_i) r_i r_iᵀ,

where e_β is the unit vector along β. For any vector v,

vᵀJv = D v_β²/β² + Σ e^(z_i)(v·r_i)².

With at least one failure (D ≥ 1), this vanishes only if v_β = 0 and v_c + v_d x_i = 0 at every field. With two or more fields, v must be zero. Hence ℓ is strictly concave and has at most one maximum.

A maximum must also exist. Suppose that failures occur at two or more fields and that one field has two distinct failure times. Follow θ + kv as k → ∞, with v ≠ 0:

- If v_β < 0, the ray leaves the domain β > 0.
- If v·r_i > 0 for some device, its term −e^(z_i) falls exponentially and defeats all linear and logarithmic growth.
- If no v·r_i is positive but one is negative for a failure, ℓ falls linearly, which defeats the growth of D ln β.
- The remaining case has v·r_i = 0 for every failure. Subtracting this condition for the two distinct times at one field gives v_β = 0. Failures at two fields then give v_c = v_d = 0, contrary to v ≠ 0.

So ℓ → −∞ along every ray that stays in the domain. It also does so as β → 0 at bounded θ, because of D ln β. A closed, unbounded convex set contains a ray, so every region ℓ ≥ L is bounded and closed, and the maximum is attained.

The condition on failure times has a purpose. Take one failure at each of two fields, with y = 5, 3 and x = 0, 1. Along θ = β(1, −5, 2) both z vanish, and ℓ = 2 ln β − 2 grows without limit. A line through both points leaves no scatter from which to estimate β.

**4. Newton's method and its stopping error**

The algorithm for the fit is:

1. Start from β = 1, d = 0 and c = −max y. All z_i are then at most zero, so no exponential overflows at the start. If one overflows at a later trial point, ℓ counts as −∞ there and step 4 rejects the point.
2. Solve J h = ∇ℓ for the step h, and form λ² = ∇ℓᵀh = hᵀJh.
3. If λ² < 10⁻¹⁰, take the full step and stop.
4. Otherwise halve the step length s, starting from 1, until β stays positive and ℓ(θ + sh) ≥ ℓ(θ) + 10⁻⁴ sλ². Move there and return to step 2.

The stopping rule has a statistical meaning. Let g be the gradient of any estimated quantity with respect to θ, and let σ² = gᵀJ⁻¹g be its approximate variance. The Cauchy–Schwarz inequality gives

|g·h| ≤ (gᵀJ⁻¹g)^(1/2) (hᵀJh)^(1/2) = σλ.

To first order, the last step therefore moves the quantity by at most 10⁻⁵ of its standard error. Numerical error is negligible beside sampling error.

**5. The operating lifetime as a linear constraint**

The target is τ = ln t_q, where t_q is the time by which a fraction q of devices has failed at the operating field E₀. These devices are taken to be identical to those tested, including their area. From q = 1 − exp(−e^z),

z = w,  w = ln[−ln(1 − q)].

Let x₀ now denote the value of x_m at E₀. Then

βτ + c + d x₀ = w,  τ = (w − c − d x₀)/β.

For fixed τ the first equation is linear in θ. Eliminating c gives

z_i = w + β(y_i − τ) + d(x_i − x₀).

Only β and d remain. The constraint is a plane that meets β > 0, and on it ℓ keeps its strict concavity and bounded regions. The profile log-likelihood ℓ_p(τ), the largest ℓ at fixed τ, therefore comes from a unique maximum, found by the same Newton method. A suitable start keeps β at its fitted value and chooses d so that z at the mean y and mean x is unchanged.

Let ℓ̂ be the unrestricted maximum, at τ̂. The deviance is

W(τ) = 2[ℓ̂ − ℓ_p(τ)].

For many failures and a correct field model, W at the true τ approximately follows a chi-square distribution with one degree of freedom. The 95% region is then W ≤ 3.84.

This region is one finite interval. It is the image, under τ(θ), of a set ℓ ≥ L that is convex, closed and bounded. Since β stays away from zero there, τ(θ) is continuous, and a continuous image of such a set on the real line is a closed finite interval. Its ends are found by bracketing and a root search.

The slope needed for an error estimate follows from ∂z_i/∂τ = −β. Changes in the optimal β and d contribute nothing, because ℓ is stationary in them:

dℓ_p/dτ = −β Σ(δ_i − e^(z_i)).

An error ε in ℓ_p shifts an interval end by about ε/|dℓ_p/dτ|.

**6. What the usual standard error approximates**

Near the maximum, ℓ ≈ ℓ̂ − hᵀJh/2. A shift Δ of τ requires, to first order, g·h = Δ, with

g = ∂τ/∂θ = −(τ, 1, x₀)/β.

Minimizing hᵀJh/2 under this constraint with a multiplier μ gives Jh = μg, so h = μJ⁻¹g and μ = Δ/(gᵀJ⁻¹g). The loss is

hᵀJh/2 = Δ²/(2σ²),  σ² = gᵀJ⁻¹g,

and W ≈ Δ²/σ². The Wald interval τ̂ ± 1.96σ replaces the true deviance by this parabola.

Two limits show where σ comes from. For small q, w ≈ ln q and τ = ln η + w/β, so an error in β enters through the term −w δβ/β², which grows as |ln q|. For large |x₀|, τ ≈ b x₀ and g ≈ −(x₀/β)(b, 0, 1), so σ grows linearly with |x₀|. Neither effect includes an error in the field law.

**7. A worked example**

The data are simulated from the E model with round parameters: temperature 400 K (k_BT = 0.03447 eV), p = 14 e·Å, β = 1.5, and η = 5000 s at E_r = 0.050 V/Å. Ten devices are tested at each of four fields, and the test stops at 10000 s. Lifetimes are rounded to three digits before fitting. In seconds, they are:

0.048 V/Å: 514, 3940, 5050, 7730, 7790, 8950, and four survivors

0.052 V/Å: 814, 1020, 1100, 1470, 1810, 2040, 2070, 2330, 3390, 4760

0.056 V/Å: 34.5, 67, 77.8, 266, 283, 285, 368, 488, 500, 739

0.060 V/Å: 3.53, 34.2, 38, 43.2, 63.6, 80.5, 86.9, 108, 108, 182

The target is 1% failure at 0.015 V/Å, so w = −4.600 and, for the E model, x₀ = 0.015/0.050 − 1 = −0.7. Newton's method gives β = 1.544, c = −13.083 and d = 31.777. Hence

τ̂ = (−4.600 + 13.083 + 0.7 × 31.777)/1.544 ≈ 19.90,

or 4.4 × 10⁸ s, about 14 years. The true value is 19.67, about 11 years. The slope is b = −d/β = −20.58, so

p = −b k_BT/E_r = 20.58 × 0.03447/0.050 ≈ 14.2 e·Å,

or 26.8 atomic units.

The standard error of τ is σ = 1.03. The deviance can be compared with its parabola Δ²/σ²:

Δ = −3: W = 6.71, parabola 8.47

Δ = −2: W = 3.28, parabola 3.77

Δ = +2: W = 3.80, parabola 3.77

Δ = +3: W = 8.15, parabola 8.47

On the short-life side the likelihood falls more slowly than the parabola; on the long-life side it follows the parabola closely up to Δ = +2 and falls more slowly only beyond. The profile interval is 17.71 to 21.91 and the Wald interval 17.88 to 21.92. The lower profile limit is shorter in time by a factor e^0.16 ≈ 1.2. That is a modest correction to an interval running from 1.6 to about 100 years.

**8. The uncertainty carried by the field law**

Fitting the same data with the four models gives these values of log₁₀(t_q/s), each with its own 95% profile interval:

E: 8.64 (7.69 to 9.51)

root-E: 10.81 (9.60 to 11.97)

power law: 14.06 (12.43 to 15.68)

1/E: 26.84 (23.46 to 30.38)

The order can be derived. Write

x_m(u) = ∫₁ᵘ s^(m−1) ds.

For u < 1 this is minus the integral from u to 1, where s^(m−1) grows as m decreases. So x_m becomes more negative as m decreases. Let the curves share their value and slope at a test field, chosen as u = 1. Since x_m(1) = 0 and x_m′(1) = 1, they share a and b. With b < 0, a smaller m gives a longer life at low field.

The size also follows. Put the shared point at the centre of the test range, 0.054 V/Å. The E-model slope becomes b = −20.58 × 0.054/0.050 = −22.2, and the operating field is u = 0.278. There x₁ = −0.722 and x₋₁ = 1 − 1/0.278 = −2.60. The predictions differ by 22.2 × 1.88 ≈ 42 in ln t, or 18 decades, as the fits show.

Inside the test range the same curves are hard to distinguish. Expanding about u = 1,

x_m ≈ (u − 1) + (m − 1)(u − 1)²/2,

so to leading order the model m lies above the E model by |b|(1 − m)(u − 1)²/2. At the outer test fields |u − 1| = 0.111, and for 1/E this is 22.2 × 0.0123 ≈ 0.27. For comparison, consider ten failures at a single field with β known. The curvature of ℓ in ln η is β²Σe^z, which equals β²D at the maximum, so the standard error of ln η is 1/(β√10) ≈ 0.20. The models differ by little more than one such error, and refitting a and b absorbs part of that. Because the separation is quadratic, doubling the field span about the same centre would increase it fourfold at this order.

To include this uncertainty, maximize over m as well:

ℓ_e(τ) = max over −1 ≤ m ≤ 1 of ℓ_p(τ; m).

The region lies within 1.92, half of 3.84, of the highest log-likelihood over all m. It is the union of the intervals of the admissible m, those whose own maximum lies above this level. If the admissible m form an interval, so does the union: each member contains its fitted τ̂(m), which moves continuously with m.

On a grid of step 0.05 every m from −1 to 1 is admissible. The best grid value is 0.45, although the data came from m = 1. Relative to the best fit, the E model loses 0.05 in log-likelihood and the 1/E model 0.31, a likelihood ratio of e^(−0.31) ≈ 0.73. The data do not select a law. The envelope for log₁₀(t_q/s) runs from 7.71 to 30.05, about 22 decades, against less than two for the E model alone.

The lower envelope limit, 1.61 years, is slightly longer than the E model's own limit of 1.56 years. The two use different reference heights. The envelope measures the loss from the best m, so the E model is cut at a loss of 1.92 − 0.05 = 1.87 from its own peak, and its interval shrinks a little.

For a design decision the two ends have different standing. The lower end is useful, but conditional: if m does not exceed 1, the data support a 1% life of at least about 1.6 years at the stated threshold. This end is set by the E model, at the edge of the allowed range. Without the cap the same data admit m up to about 4, and the lower limit falls to about one month at m = 1.5, four days at m = 2 and a few hours at m = 4. The figure of 1.6 years therefore rests on the cap m ≤ 1, which needs a physical justification. The upper end mainly records that the data place almost no ceiling on the prediction. As E₀ → 0 the disagreement becomes unbounded, since x_m tends to −1 for the E model and −2 for root-E, but to −∞ for the power law and 1/E.

**9. How far the 95% label can be trusted**

The chi-square threshold is a large-sample result. To see its error here, 600 experiments were simulated from the same E model, each with 40 devices. A coverage near 0.93 then has a sampling error of about 0.01.

The E-model profile interval contained the true τ in 92.7% of cases and the Wald interval in 92.8%. For this design the profile interval thus has no visible advantage in coverage. The misses are also uneven. The true life fell below the lower limit in 4.8% of cases for the profile and 5.2% for Wald, against a nominal 2.5%. These two rates carry a sampling error of about one percentage point. In a larger run of 6000 experiments they were 3.5% and 4.0%, with coverages of 94.0% and 93.8%, so a lower limit meant to carry 97.5% confidence carries about 96 to 96.5%.

The root-E interval covered the truth in 8.0% of cases. Its width measures sampling error within root-E, and the bias of the wrong law is larger. An envelope over the four named models covered it in 91.5%. Here the true m lies at the edge of the allowed range, where the usual chi-square argument does not strictly apply. An envelope over m from −1 to 1 in steps of 0.1 covered the truth in about 95% of 700 experiments, and in every miss the true life lay below the lower limit. If the E model is true, the lower envelope limit is thus a one-sided bound of about 95%, not 97.5%.

The same experiments show the effect of censoring. With survivors included, the mean error of ln η at the operating field was 0.04; with survivors dropped it was −1.48. Dropping them removes the longest lives, chiefly at the lowest field, and the extrapolation magnifies the shift. For a straight line through four equally weighted points, the lowest point enters the prediction at E₀ with weight

1/4 + (0.015 − 0.054)(0.048 − 0.054)/(8.0 × 10⁻⁵) ≈ 3.2,

where the denominator is the sum of squared field deviations from the mean. Such a line would roughly triple an error at that field. With the survivors dropped, fewer devices remain there and the field carries less weight in the fit, so the actual magnification is smaller, but still well above one.

The envelope over the whole range of m protects against errors inside the chosen family; a short list of named models leaves gaps. With a true m of 0.75, matched in value and slope at 0.054 V/Å, the envelope over m covered the truth in 99% of 700 experiments and the four-model envelope in 83%. If another mechanism takes over below the tested fields, if β changes with field, or if devices fail in correlated groups, the likelihood used here is wrong, and neither interval accounts for it.
